# Self-consistent capture numbers for island rate equations

## One island size

Adatoms diffuse on a surface and disappear at islands. Let $n_1$ be the mean adatom density and $D$ the adatom diffusion constant. The capture number $\sigma$ of an island is defined by its capture rate, $D\sigma n_1$ adatoms per unit time. Suppose first that all sinks have the same radius $R$ and total density $W$. An adatom is then lost at the rate $Dq$, with $q=W\sigma$. The length $\xi=q^{-1/2}$ is the distance over which the other sinks screen the depletion around one island. Since $\sigma$ depends on $R/\xi=R\sqrt q$, the unknown stands on both sides:

$$q=W\,\sigma(R\sqrt q).$$

Model the dependence by a power law, $\sigma(x)=Cx^p$. Direct iteration gives

$$\ln q_{m+1}=\ln(WCR^p)+\tfrac p2\ln q_m .$$

Subtracting the same equation written for the solution $q_*$ shows that the error of $\ln q$ is multiplied by $p/2$ in each step. A constant capture number ($p=0$) needs one step; one proportional to $R/\xi$ ($p=1$) halves the error. The true $\sigma$ is a ratio of Bessel functions whose local exponent lies strictly between these two values, so the halving survives for any mixture of island sizes.

## Rate equations and conventions

Lengths are in lattice constants $a$, densities are per site, $F$ is the flux in monolayers (ML) per unit time, and coverage $\theta=Ft$ serves as time. Let $n_s$ be the density of islands of $s$ atoms and $N=\sum_{s\ge2}n_s$. Dimers and larger islands are stable and immobile, every adatom reaching an edge sticks, and nothing desorbs. Coverage is low, so deposition directly onto islands is not treated separately; in the worked example below, including it would lower $N$ by 1–2% and $n_1$ by about 3% at 0.05 ML. With the rates

$$r_1=D\sigma_1n_1^2,\qquad r_s=D\sigma_sn_1n_s\quad(s\ge2),$$

the equations are

$$\dot n_1=F-2r_1-\sum_{s\ge2}r_s,\qquad \dot n_s=r_{s-1}-r_s .$$

Making a dimer removes two adatoms, hence the factor 2. Factoring $Dn_1$ out of the losses gives

$$\dot n_1=F-Dqn_1,\qquad q=2n_1\sigma_1+\sum_{s\ge2}n_s\sigma_s=\sum_s w_s\sigma_s, \tag{1}$$

with weights $w_1=2n_1$ and $w_s=n_s$ for $s\ge2$.

## Local diffusion field

Put one island of radius $R_s$ at the origin and replace everything else by a uniform medium with loss rate $Dq$. This mean-field step drops correlations between island positions. The local adatom density $n(r,t)$ obeys

$$\partial_tn=D\nabla^2n+F-Dqn .$$

Far away it must equal $n_1$. Subtracting (1) gives

$$\partial_t(n-n_1)=D\nabla^2n-Dq(n-n_1).$$

In the quasi-stationary regime the left side is negligible. With $n=n_1g(r)$,

$$\nabla^2g=q(g-1),\qquad g(R_s)=0,\qquad g(\infty)=1. \tag{2}$$

The deficit $v=1-g$ satisfies $v''+v'/r=qv$. Its solution that decays at infinity and equals 1 at the edge is $v=K_0(r\sqrt q)/K_0(R_s\sqrt q)$. The inward flux is $2\pi R_sDn_1g'(R_s)$, and it must equal $D\sigma_sn_1$. Since $K_0'=-K_1$,

$$\sigma_s=2\pi x_s\frac{K_1(x_s)}{K_0(x_s)},\qquad x_s=R_s\sqrt q. \tag{3}$$

Integrating (2) over the exterior gives $-2\pi R_sg'(R_s)=-q\int(1-g)\,d^2r$, so $\sigma_s=q\int(1-g)\,d^2r$. In the depleted zone the other sinks remove fewer adatoms, and the island collects that difference.

For small islands, $x\ll1$, one has $xK_1\to1$ and $K_0\to\ln(2/x)-\gamma$, where $\gamma$ is Euler's constant. Hence $\sigma\simeq2\pi/[\ln(2/x)-\gamma]$. For $x\gg1$, $K_1/K_0\simeq1+1/(2x)$ and $\sigma\simeq2\pi x+\pi$: to leading order the island collects from a strip of width $\xi$ along its edge.

**Two mobile adatoms.** Let $n_1^2g(r)$ be the density of ordered adatom pairs at separation $r$. Relative diffusion has constant $2D$, either partner may be lost (rate $2Dq$), and deposition of either partner creates pairs at the rate $2Fn_1$. In the steady state

$$0=2Dn_1^2\nabla^2g+2Fn_1-2Dqn_1^2g .$$

Inserting $F=Dqn_1$ and dividing by $2Dn_1^2$ returns (2), with the same $\xi$. The flux of ordered pairs to contact is $2D\sigma_1n_1^2$. Each dimer is counted twice, so dimers form at the rate $D\sigma_1n_1^2$, as assumed in $r_1$. Here $R_1$ is the contact separation.

## Why the iteration converges

Equations (1) and (3) look like one condition per island size, but all $\sigma_s$ follow from $q$. The system is the scalar equation

$$q=T(q)=\sum_sw_s\,\sigma(R_s\sqrt q).$$

Let $h=xK_1/K_0$. From $(xK_1)'=-xK_0$ and $K_0'=-K_1$,

$$h'=-x+x\frac{K_1^2}{K_0^2}=\frac{h^2-x^2}{x},\qquad p(x)=\frac{d\ln\sigma}{d\ln x}=\frac{xh'}{h}=\frac{h^2-x^2}{h}. \tag{4}$$

Two bounds follow from $K_0(x)=\int_0^\infty e^{-x\cosh t}dt$.

- Differentiation puts a factor $\cosh t\ge1$ under the integral, so $K_1>K_0$, $h>x$ and $p>0$.
- $K_1/K_0=-(\ln K_0)'$, and $(\ln K_0)''$ is the variance of $\cosh t$ under the weight $e^{-x\cosh t}$, which is positive. Thus $K_1/K_0=h/x$ decreases. Its logarithmic slope is $p-1$, so $p<1$.

Set $u=\ln q$ and $\Phi(u)=\ln T(e^u)$. Because $x_s\propto q^{1/2}$,

$$\Phi'(u)=\frac{\sum_sw_s\sigma_sp_s}{2\sum_sw_s\sigma_s}\in\left(0,\tfrac12\right). \tag{5}$$

This needs only non-negative weights, not all zero. The function $G(u)=u-\Phi(u)$ has slope between $\tfrac12$ and 1, so it runs from $-\infty$ to $\infty$ and vanishes once. There is one positive root $q_*=e^{u_*}$.

**Direct iteration.** With $e_m=u_m-u_*$, the mean value theorem gives $e_{m+1}=\Phi'(\eta)e_m$ for some $\eta$ between $u_m$ and $u_*$. The error keeps its sign and at least halves. Therefore

$$|u_{m+1}-u_m|=|e_m|-|e_{m+1}|\ge|e_{m+1}| ,$$

and the last change is a rigorous bound on the remaining error, apart from rounding.

**Newton's method.** The step is $u\leftarrow u-G(u)/G'(u)$. Since $G(u)=G'(\eta)e$, the error is multiplied by $1-G'(\eta)/G'(u)$. The quotient lies between $\tfrac12$ and 2, so the factor lies between $-1$ and $\tfrac12$, and $|e|$ decreases in every step. It cannot stall at a positive value: by continuity, a limit point there would need a factor of modulus 1. Convergence is thus global, and quadratic near the root because $\Phi$ is smooth.

**Desorption.** A lifetime $\tau$ adds the loss $n_1/\tau$, hence a constant $c=1/(D\tau)$ to $q$. The equation becomes $q=c+T(q)$, and the slope (5) is multiplied by $T/(c+T)<1$. All convergence statements remain true.

## Pseudocode

```
solve_q(n, R, u):                  # u = ln q of the last call
    w = max(n, 0);  w[1] = 2*w[1]
    repeat
        x     = R * exp(u/2)
        h     = x * K1e(x) / K0e(x)       # scaled Bessel functions
        sigma = 2*pi*h
        p     = (h - x)*(h + x)/h
        T     = sum(w*sigma)
        slope = sum(w*sigma*p) / (2*T)
        step  = (u - log(T)) / (1 - slope)
        u     = u - step
    until |step| < tolerance
    return u, sigma evaluated at the new u

right_side(n):
    u, sigma = solve_q(n, R, u)
    r    = D * n[1] * sigma * n
    dn[1] = F - 2*r[1] - sum(r[2..S])
    dn[s] = r[s-1] - r[s]          # s = 2..S
```

## Cost and Jacobian

With $S$ island sizes, a Newton step costs $S$ pairs of Bessel functions and a few sums; no $S\times S$ system is solved for the closure. The previous root is a good start, since the densities change little between evaluations.

An implicit time integrator also needs the derivatives of $q$. Differentiating $q=T(q,w)$ at the root, where $\partial T/\partial q=(T/q)\Phi'=\Phi'$, gives

$$dq=\Phi'dq+\sum_j\sigma_jdw_j\quad\Rightarrow\quad\frac{\partial q}{\partial w_j}=\frac{\sigma_j}{1-\Phi'},\qquad \frac{\partial\sigma_s}{\partial w_j}=\frac{\sigma_sp_s}{2q}\,\frac{\sigma_j}{1-\Phi'} .$$

The second expression is a product of a function of $s$ and a function of $j$. The closure therefore adds a rank-one matrix to the Jacobian found at fixed capture numbers, and that one has entries only in the first row, the first column, the diagonal and the subdiagonal. The denominator exceeds $\tfrac12$, so the response of $q$ is at most doubled by self-consistency.

## Worked example

Take $D/F=10^6\,a^2$/ML, $R_s=\sqrt{s/\pi}$, $S=150$ and final coverage 0.05 ML. For $s=1$ this sets the contact separation to $R_1\simeq0.56\,a$, which is a simple model choice. Adatoms that bind on neighbouring sites would need a larger $R_1$, which raises $\sigma_1$ and, more weakly, $N$. The equations were integrated with the adaptive stiff solver LSODA from $\theta=10^{-8}$, with all deposited atoms still single. The mean capture number $\bar\sigma$ is averaged over islands with $s\ge2$.

| $\theta$ | $n_1$ | $N$ | $\xi/a$ | $\sigma_1$ | $\bar\sigma$ |
|---|---|---|---|---|---|
| 0.0001 | 9.92e-5 | 4.15e-7 | 62.1 | 1.30 | 1.41 |
| 0.001 | 4.91e-4 | 2.25e-4 | 22.1 | 1.66 | 1.85 |
| 0.01 | 2.03e-4 | 1.71e-3 | 14.2 | 1.88 | 2.47 |
| 0.05 | 8.72e-5 | 3.00e-3 | 9.33 | 2.13 | 3.70 |

The last row shows the closure at work:

$$q=2(8.72\times10^{-5})(2.13)+(3.00\times10^{-3})(3.70)\simeq0.0115,\qquad \xi=q^{-1/2}\simeq9.3\,a .$$

The first term, loss to other adatoms, is about 3% of the total. The mean island holds $(0.05-0.00009)/0.0030\simeq16.6$ atoms. For $a=0.4$ nm the island density is $0.0030/(4\times10^{-8}\,\text{cm})^2\simeq1.9\times10^{12}\,\text{cm}^{-2}$, and $\xi\simeq3.7$ nm.

At the end $\sigma_s$ rises from 2.13 for $s=1$ to 4.80 for $s=40$. The small-island formula gives 2.15 for $s=1$ ($x=0.060$) but 5.8 for $s=40$ ($x=0.38$), about 20% too much. The full Bessel ratio is needed once islands have grown.

Direct iteration at the final densities, started from $\xi=a$, gives:

| step | $\xi/a$ | error of $\ln q$ | last change |
|---|---|---|---|
| 1 | 4.41 | 1.50 | 2.97 |
| 2 | 7.59 | 0.41 | 1.09 |
| 4 | 9.21 | 0.026 | 0.079 |
| 8 | 9.331 | 0.000097 | 0.00030 |

The slope (5) at the root is 0.247, so late errors shrink about fourfold per step, faster than the guaranteed halving. The last change overestimates the error by a factor of about 3 in the late steps, as $(1-0.247)/0.247\simeq3.0$ requires.

## The early transient

Equation (2) dropped $\partial_t(n-n_1)$, which is unjustified while $n_1$ is building up. An alternative keeps $n=n_1(t)g(r)$ and drops only $\partial_tg$:

$$\dot n_1g=Dn_1\nabla^2g+F-Dqn_1g .$$

Inserting $\dot n_1=F-Dqn_1$ cancels the terms in $qg$ and leaves

$$\nabla^2g=\frac{F}{Dn_1}(g-1).$$

The screening constant is now $F/(Dn_1)$ instead of $q$. Their ratio is

$$b=\frac{F}{Dqn_1}=1+\frac{\dot n_1}{Dqn_1},$$

so the closures agree when $n_1$ is stationary. At $\theta=10^{-4}$, $b\simeq39$. There $n_1\simeq Ft$, and the alternative screening length is $\sqrt{Dt}=10\,a$, half the root-mean-square displacement $\sqrt{4Dt}$ of an adatom present from the start, whereas the self-consistent $\xi$ is $62\,a$. At $\theta=0.001$, 0.01 and 0.05, $b$ is 0.996, 0.990 and 0.999; values below 1 mean that $n_1$ is falling.

Repeating the integration with the alternative closure raises $N$ by 75% at $\theta=10^{-4}$, by 0.9% at 0.001 and by 0.06% at 0.05. The large early excess fades for two reasons. Few islands exist at that time: $N$ at $10^{-4}$ ML is only about 0.2% of $N$ at 0.001 ML. Faster nucleation also lowers $n_1$, by up to 3%, and this slows later nucleation: the absolute excess in $N$ peaks near $\theta=6\times10^{-4}$ and then falls, and the relative change is $-0.2\%$ at 0.002. A rough argument shows how memory is lost later. When islands are the dominant sink, $n_1\simeq F/(D\bar\sigma N)$, so

$$\dot N=D\sigma_1n_1^2\simeq\frac{F^2\sigma_1}{D\bar\sigma^2N^2}. \tag{6}$$

With constant capture numbers $N^3$ then grows linearly in time, and a relative error present at density $N_0$ is reduced by roughly $(N_0/N)^3$. This estimate does not yet apply at 0.001 ML, where other adatoms are still the larger sink. Only inherited errors fade in this way; as long as $b$ differs from 1, the two closures also add small new differences. The final density is insensitive to the early defect, but early nucleation data should not be read from the scheme. The alternative is itself only an estimate, because $\partial_tg$ is not small while the depletion zone spreads.

## How good is the uniform medium?

Point islands allow a comparison without fitted parameters. Let every island occupy one site of a square lattice and capture an adatom that steps onto it. An adatom hops to each neighbour at rate $D$. The deficit obeys

$$\sum_{\text{nb}}(v_{\text{nb}}-v)-qv=-\sigma\,\delta_{\mathbf r,0},\qquad v(0)=1 .$$

At the origin this reads $\sigma=\sum_{\text{nb}}(1-v_{\text{nb}})+q$. The sum is the capture by hops; the extra $q$ stands for deposition onto the island site and is negligible for $q\ll1$. By Fourier transformation,

$$\frac1\sigma=\int_{-\pi}^{\pi}\!\!\int_{-\pi}^{\pi}\frac{dk_xdk_y}{(2\pi)^2}\,\frac1{4+q-2\cos k_x-2\cos k_y}.$$

The $k_x$ integral is $1/\sqrt{A^2-4}$ with $A=4+q-2\cos k_y$. Setting $s=\sin(k_y/2)$ and keeping $q$ only where it matters for $q\to0$,

$$\frac1\sigma\simeq\frac1{2\pi}\int_0^1\frac{ds}{\sqrt{s^2+q/4}\,\sqrt{1-s^4}}
\simeq\frac1{2\pi}\left[\ln\frac4{\sqrt q}+\frac{\ln2}2\right]=\frac1{4\pi}\ln\frac{32}q .$$

The first logarithm is the integral without the factor $1/\sqrt{1-s^4}$; the second is $\int_0^1[(1-s^4)^{-1/2}-1]\,ds/s$, found with $s^2=\sin\alpha$. The small disc has $1/\sigma=(4\pi)^{-1}\ln[4e^{-2\gamma}/(R^2q)]$. Equating the two gives $R=e^{-\gamma}/\sqrt8\simeq0.199\,a$. Two adatoms meeting on one site have the same $R$, since their separation is also a lattice walk.

Kinetic Monte Carlo was run for $D/F=2.5\times10^4\,a^2$/ML to 0.05 ML, in four runs on $256\times256$ sites. Capture numbers were obtained by dividing event counts by $D$ times the accumulated $n_1N$ or $n_1^2$. All entries except $N$ refer to the second half of the deposition.

| quantity | Monte Carlo | rate equations |
|---|---|---|
| final $N$ | 0.0103 | 0.0107 |
| mean $n_1$ | 0.00179 | 0.00188 |
| island $\sigma$ | 1.91 | 1.72 |
| adatom $\sigma_1$ | 1.78 | 1.72 |

Relative to these four runs, the theory puts $N$ 3–4% and $n_1$ 5% too high, and the island capture number 10% too low. An average over four runs scatters by about 0.6% in $N$, 1.5% in $n_1$ and $\sigma$, and 3% in $\sigma_1$, which rests on fewer than 1000 nucleation events. The offsets should therefore be read as ranges: $N$ 2–4% and $n_1$ 5–6% too high, $\sigma$ about 10% and $\sigma_1$ 3–7% too low. By (6), $N\propto\sigma_1^{1/3}\bar\sigma^{-2/3}$, so the measured capture numbers would imply an excess of about 6% in $N$: the right sign and order of magnitude. Closer agreement cannot be expected. About two thirds of the islands form in the first half, to which these capture numbers do not refer, and (6) neglects the loss to other adatoms, here about 60% of the total in the first half and 30% in the second. A possible cause of the low $\sigma$, not tested here, is that nucleation avoids depleted zones and spaces islands more evenly than the uniform medium assumes.

## Failure modes

- **Empty surface.** If all weights vanish, there is no positive root. Start with a small positive $n_1$.
- **Negative densities.** Integrator errors can make empty classes slightly negative. Clip them in the weights, but not in the rates: there the loss term $-D\sigma_sn_1n_s$ drives a negative density back to zero.
- **Truncation.** Summing the rate equations gives $\frac{d}{dt}\sum_{s\le S}sn_s=F-(S+1)r_S$. Atoms leak out when the largest class fills, so monitor $\sum sn_s-\theta$.
- **Rounding.** Unscaled $K_0$ and $K_1$ underflow at large $x$; the factors $e^x$ cancel in their ratio. The difference $h^2-x^2$ loses relative accuracy in proportion to $x$, whether factored or not. This is harmless at moderate $x$, since $p$ enters only the Newton slope and the Jacobian, not the equation being solved.
- **Physics outside the model.** Barriers to attachment at the island edge change the condition $g(R_s)=0$, and detachment adds source terms. At higher coverage, deposition onto islands and their coalescence matter.
- **Size distributions.** The closure gives all islands of one size the same surroundings. The agreement in $N$ and $n_1$ does not validate the individual $n_s$.

All numerical values are calculated from the stated model.
